# First-Born Total Cross Section of the Screened Coulomb (Yukawa) Potential, part 1

(Sections cited here and not found follow in the second part.)

## I. The amplitude and the total cross section

### What dimensions and linearity already fix

Two particles interact through

\[
V(r)=C\,\frac{e^{-r/a}}{r},\qquad a>0 .
\]

Since \(V\) is an energy, \(C\) is an energy times a length. It is positive for repulsion and negative for attraction. The length \(a\) is the screening length.

The stationary Schrödinger equation for the relative motion contains the mass \(m\), the constant \(\hbar\) and the potential only through \(2mV/\hbar^2\) and the wave number \(k\). The ratio \(\hbar^2/m\) is an energy times a length squared, so \(mC/\hbar^2\) is an inverse length, and the data supply two dimensionless numbers:

\[
g=\frac{mCa}{\hbar^2},\qquad ka .
\]

A cross section is an area, hence \(\sigma=a^2\,\Phi(g,ka)\). In the first Born approximation the scattering amplitude is linear in the potential and the cross section is quadratic in the amplitude. Therefore \(\Phi\) is proportional to \(g^2\), and

\[
\sigma=a^2g^2F(ka)=\frac{m^2C^2a^4}{\hbar^4}\,F(ka).
\]

The powers of \(m\), \(C\) and \(\hbar\) are settled. What remains is a function of one variable.

### Theorem

**Assumptions.** The two particles are distinguishable, have no spin or internal structure, and move without relativistic effects. Their masses are \(m_1\) and \(m_2\), and their reduced mass is \(m=m_1m_2/(m_1+m_2)\). The relative wave number is \(k=mv/\hbar>0\), where \(v\) is the relative speed before the collision.

**Statement.** To first Born order, the elastic total cross section is

\[
\boxed{\;\sigma_{\rm B}=\frac{16\pi m^2C^2a^4}{\hbar^4\,(1+4k^2a^2)}\;}
\]

In the notation above, \(F(ka)=16\pi/(1+4k^2a^2)\). The proof needs three lemmas: one for the reduction to a single particle, one for the amplitude, and one for the Fourier integral of the potential.

### Lemma 1: reduction to relative motion

Let \(\mathbf r_1,\mathbf r_2\) be the positions, and put

\[
\mathbf r=\mathbf r_1-\mathbf r_2,\qquad
\mathbf R=\frac{m_1\mathbf r_1+m_2\mathbf r_2}{m_1+m_2}.
\]

Then the relative motion obeys

\[
\left[-\frac{\hbar^2}{2m}\nabla^2+V(r)\right]\psi(\mathbf r)
=\frac{\hbar^2k^2}{2m}\,\psi(\mathbf r).
\]

**Proof.** With \(M=m_1+m_2\), the chain rule gives

\[
\nabla_1=\frac{m_1}{M}\nabla_R+\nabla_r,\qquad
\nabla_2=\frac{m_2}{M}\nabla_R-\nabla_r .
\]

Square each operator and divide by its mass. The mixed terms are \(+2\nabla_R\!\cdot\!\nabla_r/M\) and \(-2\nabla_R\!\cdot\!\nabla_r/M\), and they cancel. The rest is

\[
\frac{\nabla_1^2}{m_1}+\frac{\nabla_2^2}{m_2}
=\frac{m_1+m_2}{M^2}\nabla_R^2
+\left(\frac1{m_1}+\frac1{m_2}\right)\nabla_r^2
=\frac{\nabla_R^2}{M}+\frac{\nabla_r^2}{m}.
\]

The potential depends on \(\mathbf r\) alone. A product of a plane wave in \(\mathbf R\) and a function \(\psi(\mathbf r)\) therefore solves the two-body equation. After the kinetic energy of the centre of mass is subtracted, the energy left is that of the relative motion at large separation, \(\hbar^2k^2/2m\). \(\square\)

Angles below refer to the centre-of-mass frame. The total cross section is the rate of scattering events divided by the relative flux, and neither depends on whether the target or the centre of mass is taken at rest. It is thus the same in both frames, while the angular distribution is not.

### Lemma 2: the first-Born amplitude

Require that at large \(r\)

\[
\psi(\mathbf r)\to e^{i\mathbf k\cdot\mathbf r}
+f\,\frac{e^{ikr}}{r}.
\]

This convention fixes the sign and the dimension of \(f\), which is a length. Let \(\mathbf k'\) have length \(k\) and point to the detector, and let \(\mathbf q=\mathbf k'-\mathbf k\). Then the differential cross section is \(|f|^2\), and to first order in \(V\)

\[
f_{\rm B}=-\frac{m}{2\pi\hbar^2}\int V(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

**Proof.** Write the wave equation as

\[
(\nabla^2+k^2)\psi=\frac{2m}{\hbar^2}V\psi .
\]

It can be inverted with the function

\[
G(r)=-\frac{e^{ikr}}{4\pi r},
\]

which satisfies \((\nabla^2+k^2)G=\delta(\mathbf r)\). To see this, take first \(r>0\). For a function of \(r\) alone, \(\nabla^2G=(rG)''/r\), and this equals \(-k^2G\), so the left side vanishes. At the origin, integrate over a small sphere of radius \(\varepsilon\). The radial derivative is

\[
G'(r)=\frac{(1-ikr)\,e^{ikr}}{4\pi r^2},
\]

so the flux of \(\nabla G\) through the surface is \((1-ik\varepsilon)e^{ik\varepsilon}\), which tends to 1. The volume integral of \(k^2G\) tends to zero as \(\varepsilon^2\). The source therefore has unit strength.

With the time factor \(e^{-iEt/\hbar}\), the wave \(e^{ikr}/r\) travels outwards, as a scattered wave must. Adding the incident wave, which solves the equation without the potential, gives

\[
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}
-\frac{m}{2\pi\hbar^2}\int
\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}
V(r')\psi(\mathbf r')\,d^3r' .
\]

The factor is \((2m/\hbar^2)\times(1/4\pi)\), with the minus sign of \(G\).

Now let \(r\) be large. The potential falls exponentially, so distances \(r'\) far beyond \(a\) do not contribute. With \(\mathbf n=\mathbf r/r\),

\[
|\mathbf r-\mathbf r'|=r-\mathbf n\cdot\mathbf r'+O(r'^2/r).
\]

In the denominator the first term is enough. In the phase the second term must be kept, because \(k\,\mathbf n\cdot\mathbf r'\) does not become small as \(r\) grows. With \(\mathbf k'=k\mathbf n\), comparison with the required form of \(\psi\) gives

\[
f=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf k'\cdot\mathbf r'}
V(r')\psi(\mathbf r')\,d^3r' .
\]

No approximation in the strength of \(V\) has been made so far. The first Born approximation replaces \(\psi\) under the integral by the incident wave. The two exponentials combine to \(e^{-i\mathbf q\cdot\mathbf r'}\), which is the stated amplitude.

For the cross section, the incident current density is \(\hbar k/m\). The radial current of the scattered wave is

\[
j_r=\frac{\hbar}{m}\,{\rm Im}\!\left(\psi_s^*\frac{\partial\psi_s}{\partial r}\right)
=\frac{\hbar k}{m}\frac{|f|^2}{r^2}+O(r^{-3}).
\]

Multiply by the area \(r^2d\Omega\) and divide by the incident current density. The result is \(d\sigma=|f|^2d\Omega\). A real beam has finite width, so a distant detector outside the beam receives the scattered wave alone, and interference with the incident wave does not enter this count. \(\square\)

The two wave vectors have equal length because the collision is elastic. If \(\theta\) is the angle between them,

\[
q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta),
\qquad q=2k\sin\frac{\theta}{2}.
\]

Thus \(q\) runs from 0 in the forward direction to \(2k\) in the backward direction, and \(\hbar q\) is the momentum transferred.

### Lemma 3: the Fourier integral

\[
\tilde V(q)\equiv\int V(r)e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi Ca^2}{1+q^2a^2}.
\]

**Proof.** Choose the polar axis along \(\mathbf q\), and let \(\mu\) be the cosine of the polar angle. The azimuth gives \(2\pi\), and

\[
2\pi\int_{-1}^{1}e^{-iqr\mu}\,d\mu
=2\pi\,\frac{e^{iqr}-e^{-iqr}}{iqr}
=4\pi\,\frac{\sin qr}{qr}.
\]

The volume element supplies \(r^2\), the potential supplies \(1/r\), and the last expression supplies another \(1/r\). All powers of \(r\) cancel:

\[
\tilde V(q)=\frac{4\pi C}{q}\int_0^\infty e^{-r/a}\sin(qr)\,dr .
\]

The sine is the imaginary part of \(e^{iqr}\), so the radial integral is

\[
{\rm Im}\int_0^\infty e^{-(1/a-iq)r}dr
={\rm Im}\,\frac{1}{1/a-iq}
={\rm Im}\,\frac{1/a+iq}{1/a^2+q^2}
=\frac{q}{1/a^2+q^2}.
\]

The upper limit gives nothing because \(1/a>0\). The factor \(q\) cancels, and multiplication of numerator and denominator by \(a^2\) gives the lemma. At \(q=0\) the result holds as the continuous limit. \(\square\)

### Proof of the theorem

Insert Lemma 3 into Lemma 2:

\[
f_{\rm B}=-\frac{m}{2\pi\hbar^2}\,\frac{4\pi Ca^2}{1+q^2a^2}
=-\frac{A}{1+q^2a^2},\qquad
A=\frac{2mCa^2}{\hbar^2}=2ga .
\]

For repulsion the amplitude is negative. The differential cross section is

\[
\frac{d\sigma_{\rm B}}{d\Omega}=\frac{A^2}{(1+q^2a^2)^2}.
\]

It does not depend on the azimuth, so \(d\Omega=2\pi\sin\theta\,d\theta\). Differentiating \(q^2=2k^2(1-\cos\theta)\) gives \(2q\,dq=2k^2\sin\theta\,d\theta\), and hence

\[
d\Omega=\frac{2\pi}{k^2}\,q\,dq .
\]

The total cross section becomes

\[
\sigma_{\rm B}=\frac{2\pi A^2}{k^2}\int_0^{2k}\frac{q\,dq}{(1+q^2a^2)^2}.
\]

Put \(u=q^2a^2\), so that \(q\,dq=du/(2a^2)\), with upper limit \(4k^2a^2\):

\[
\sigma_{\rm B}=\frac{\pi A^2}{k^2a^2}\int_0^{4k^2a^2}\frac{du}{(1+u)^2}
=\frac{\pi A^2}{k^2a^2}\left[1-\frac{1}{1+4k^2a^2}\right].
\]

The bracket is \(4k^2a^2/(1+4k^2a^2)\). The factor \(k^2a^2\) cancels, and

\[
\sigma_{\rm B}=\frac{4\pi A^2}{1+4k^2a^2}
=\frac{16\pi m^2C^2a^4}{\hbar^4(1+4k^2a^2)}.\qquad\blacksquare
\]

As a numerical test, the three-dimensional Fourier integral and then the integral over angles were done by quadrature. With \(m=1.3\), \(C=0.7\), \(a=0.8\) and \(\hbar=1.1\) in arbitrary consistent units, and \(k=0.2\), 1 and 3, the largest relative difference from the formula was \(10^{-13}\).

### Remarks on the limits

**Long waves.** For \(ka\ll1\), \(qa\) is small at every angle. The amplitude is then nearly the constant \(-A\), the scattering is isotropic, and \(\sigma_{\rm B}\to4\pi A^2\). A wave much longer than the potential cannot resolve its shape, and only the volume integral \(\tilde V(0)=4\pi Ca^2\) enters.

**Short waves.** For \(ka\gg1\), the 1 in the denominator may be dropped. With \(\hbar k=mv\),

\[
\sigma_{\rm B}\to\frac{4\pi m^2C^2a^2}{\hbar^4k^2}
=4\pi\eta^2a^2,\qquad \eta=\frac{|C|}{\hbar v}.
\]

The mass has dropped out at fixed speed. Most scattering has \(q\) of order \(1/a\), so the typical angle is of order \(1/(ka)\). This is the diffraction angle of an object of size \(a\).

**No screening.** Let \(a\to\infty\) at fixed \(q>0\). Then \(A/(1+q^2a^2)\to2mC/(\hbar^2q^2)\). With \(E=\hbar^2k^2/2m\), this gives

\[
\frac{d\sigma_{\rm B}}{d\Omega}\to\frac{4m^2C^2}{\hbar^4q^4}
=\left(\frac{C}{4E}\right)^2\frac{1}{\sin^4(\theta/2)} ,
\]

which is the Rutherford form. The total grows as \(a^2\) and has no finite limit, because ever more distant passages still deflect the particle a little. A finite total cross section requires screening here.

**Sign of the force.** At this order, repulsion and attraction of equal strength give the same cross section. The difference appears in the next order in \(C\).

## II. Validity, recoil energies and a fast proton on fluorine

### Symbols and results carried over

The potential is \(V=Ce^{-r/a}/r\), \(m\) is the reduced mass, \(k=mv/\hbar\) is the relative wave number, and \(\hbar q\) is the momentum transfer, with \(0\le q\le2k\). The dimensionless strengths are \(g=mCa/\hbar^2\) and \(\eta=|C|/(\hbar v)\), so that \(|g|=\eta ka\). Part I gave

\[
\tilde V(q)=\frac{4\pi Ca^2}{1+q^2a^2},\qquad
f_{\rm B}=-\frac{2ga}{1+q^2a^2},\qquad
\sigma_{\rm B}=\frac{16\pi g^2a^2}{1+4k^2a^2},
\]

with \(d\Omega=2\pi q\,dq/k^2\), and \(\sigma_{\rm B}\to4\pi\eta^2a^2\) for \(ka\gg1\).

### Lemma 4: a bound for weak coupling at every energy

If \(2|g|<1\), then at every \(k\) and every angle

\[
|f-f_{\rm B}|\le 2|g|a\,\frac{2|g|}{1-2|g|}.
\]

**Proof.** Solve the integral equation of Part I by repeated substitution, beginning with the incident wave, whose modulus is 1. Each further term is at most the largest modulus of the previous term times the largest value of

\[
B(r)=\frac{m}{2\pi\hbar^2}\int\frac{|V(r')|}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\]

because the phase factor in the Green function has modulus 1. This integral is the electrostatic potential of a charge density \(|V|\), so \(\nabla^2B=-(2m/\hbar^2)|V|\). The solution that is finite at the origin and vanishes at infinity is

\[
B(r)=2|g|a\,\frac{1-e^{-r/a}}{r},
\]

as \((rB)''/r=-2|g|e^{-r/a}/(ar)\) confirms. Since \(1-e^{-x}\le x\), we have \(B\le2|g|\). The terms are bounded by a geometric series, and \(|\psi-e^{i\mathbf k\cdot\mathbf r}|\le2|g|/(1-2|g|)\). Multiply this bound by \((m/2\pi\hbar^2)\int|V|d^3r=2|g|a\) to obtain the lemma. \(\square\)

The first Born cross section is therefore the leading term as \(C\to0\) at fixed \(k\) and \(a\). The next term can be found explicitly at \(k=0\). The first correction to the wave is then \(-2ga(1-e^{-r/a})/r\), and the amplitude it produces is

\[
f_2=\frac{2m}{\hbar^2}\,C\,(2ga)\int_0^\infty e^{-r/a}(1-e^{-r/a})\,dr
=4g^2\left(a-\frac a2\right)=2g^2a .
\]

Here \(2mC/\hbar^2=2g/a\) was used. Together with \(f_{\rm B}=-2ga\), this gives \(\sigma/\sigma_{\rm B}=1-2g+O(g^2)\). Repulsion keeps the wave out of the region where the potential acts, and attraction draws it in.

Phase shifts from the radial Schrödinger equation show the same signs. For \(|g|=0.02\) and \(ka=0.3\), the ratio \(\sigma/\sigma_{\rm B}\) is 0.967 for repulsion and 1.034 for attraction. At \(ka=1\) it is 0.987 and 1.013. The zero-energy values would be about 0.96 and 1.04.

We have derived the first-Born total cross section for the screened potential and shown that it is the leading term for weak coupling at fixed \(k\) and \(a\). It remains to test it for fast particles when the coupling is not weak, to find how the recoil energies are distributed, and to apply the results to an 8 MeV proton on a free fluorine atom.

Numerical values quoted here were computed with a short program.
